Interband optical absorption by Dirac cones in a two-dimensional sheet

Interband absorption by Dirac cones and the k-point grid that resolves it

Setting. Independent electrons of charge −e move in a two-dimensional sheet. Near each of two valleys, and for each of g_s = 2 spins, the Hamiltonian is H = ħv(q_x σ_x + q_y σ_y), with q measured from the Dirac point. Light falls at normal incidence, the response is linear, and scattering and excitons are neglected. E = ε_c − ε_v is the transition energy and f(ε) = 1/(e^{(ε−μ)/kT} + 1). From part (e) on, the cones are those of a honeycomb lattice with nearest-neighbour hopping t, lattice constant a and bond length d = a/√3.

(a) Express Re σ_xx from interband transitions as a zone integral.

Solution. The field E0 cos ωt along x comes from A = −(E0/ω) sin ωt. The substitution ħk → ħk + eA gives, to first order, H' = eA v_x with v_x = ∂H/ħ∂k_x. The part of sin ωt that varies as e^{−iωt} has modulus ½, so the golden rule gives

w(k) = (2π/ħ)(eE0/2ω)² |v^x_cv|² δ(E − ħω).

The uniform A conserves k. Absorption minus stimulated emission carries f_v(1 − f_c) − f_c(1 − f_v) = f_v − f_c. The power per area, ħω g_s ∫d²k/(2π)² w (f_v − f_c), must equal the Joule average ½ Re σ E0². Since 2·ħω·(2π/ħ)·e²/(4ω²) = πe²/ω,

Re σ_xx = (πe² g_s/ω) ∫_BZ d²k/(2π)² |v^x_cv|² (f_v − f_c) δ(ħω − E).

The intraband (Drude) response is not part of this integral; without scattering it absorbs only at ω = 0.

(b) Evaluate the integral for undoped cones at T = 0, and for a cone with unequal velocities v_x, v_y.

Solution. With q = q(cos φ, sin φ) the eigenstates are |c⟩ = (1, e^{iφ})/√2 and |v⟩ = (1, −e^{iφ})/√2 at ±ħvq, so E = 2ħvq, and v_x = vσ_x. Then σ_x|v⟩ = (−e^{iφ}, 1)/√2 and

⟨c|σ_x|v⟩ = (−e^{iφ} + e^{−iφ})/2 = −i sin φ.

The delta function selects the ring q0 = ω/2v and contributes 1/(2ħv); ∫sin²φ dφ = π. One cone gives

(1/4π²)·q0·πv²·(1/2ħv) = ω/(16πħ).

The other valley is the time-reversed partner and gives the same. With g = 4 cones,

Re σ = (πe²/ω)·4·ω/(16πħ) = e²/(4ħ) ≡ σ0.

The ring length supplies ω/v, the delta function 1/v and the matrix element v², so v cancels, and ω cancels against the prefactor. For H = ħ(v_x q_x σ_x + v_y q_y σ_y), set p = (v_x q_x, v_y q_y). The spinors depend on the angle of p, d²q = d²p/(v_x v_y), and the squared matrix element is v_x² sin²φ_p, so σ_xx = σ0 v_x/v_y and likewise σ_yy = σ0 v_y/v_x; only their geometric mean is universal. The numerical check propagates cone spinors through a pulse without the golden rule and finds an absorbed energy of 0.99995 times σ0∫E²dt, inside its tolerance of 5×10⁻⁴.

(c) Include μ and T, and characterize the absorption edge.

Solution. On the ring ε_c = E/2 and ε_v = −E/2 with E = ħω, so the occupation factor G leaves the integral. With y = e^{E/2kT} and b = e^{μ/kT}, f(E/2) = b/(y + b) and f(−E/2) = yb/(1 + yb). Their difference is

b[y(y + b) − (1 + yb)]/[(1 + yb)(y + b)] = b(y² − 1)/(y + b + y²b + yb²).

Dividing above and below by 2yb,

Re σ = σ0 G(ħω), G(E) = sinh(E/2kT)/[cosh(μ/kT) + cosh(E/2kT)].

G is even in μ: electrons fill the final state, holes empty the initial one. As T → 0 the larger exponential in the denominator dominates and G → θ(E − 2|μ|). At μ = 0, sinh 2z/(1 + cosh 2z) = tanh z gives G = tanh(E/4kT), so even the undoped sheet is flat only for ħω ≫ 4kT. At E = 2μ, G = ½ tanh(μ/kT). For μ ≫ kT and E near 2μ, f(−E/2) ≈ 1 and G ≈ 1/(1 + e^{−u}) with u = (E − 2μ)/2kT. The values 0.1 and 0.9 fall at u = ∓ln 9, so the 10–90 % width is 4 ln 9 kT. The slope dG/du = Σ_n (−1)^{n+1} n e^{−n|u|} has variance 2Σ(−1)^{n+1} n·2/n³ = 4·π²/12 = π²/3, so dG/dE has standard deviation 2πkT/√3.

(d) Find the absorbance of a free-standing sheet.

Solution. Take the electric field e^{ikz} + r e^{−ikz} for z < 0 and τ e^{ikz} for z > 0. Tangential E is continuous: 1 + r = τ. The magnetic field is ±E/Z0 for waves along ±z and drops across the sheet by the current σE: (1 − r) − τ = ζτ with ζ = Z0σ. Inserting r = τ − 1 gives 2 − 2τ = ζτ, so τ = 1/(1 + ζ/2) and r = −(ζ/2)τ. With |1 + ζ/2|² = 1 + Re ζ + |ζ|²/4,

A = 1 − |r|² − |τ|² = Re ζ/|1 + ζ/2|².

Because Z0 = 1/(ε0c) and α = e²/(4πε0ħc), Z0σ0 = e²/(4ε0ħc) = πα. For the undoped cone at T = 0 the Kramers–Kronig integral is proportional to P∫_0^∞ dω'/(ω'² − ω²) = 0, so σ is real and

A = πα/(1 + πα/2)² = πα(1 − πα + …).

Thus πα is the absorbance to first order in α. An imaginary part adds (Im ζ/2)² to the denominator, a relative change of order α² while Im σ is of order σ0; this fails at low frequency, where the Drude term grows as 1/ω. A substrate changes the boundary conditions and therefore A, though in this model, at fixed μ, not σ; a real substrate can also dope, screen and scatter, and so change σ itself.

(e) Find the leading lattice correction at μ = 0, T = 0.

Solution. Here H_12 = −t f(k), f = Σ_j e^{ik·δ_j}, δ_j = d(cos 2πj/3, sin 2πj/3). At K = (0, 4π/3a), e^{iK·δ_j} = λ^j with λ = e^{2πi/3}. With w = d(q_x + iq_y), q·δ_j = (wλ^{−j} + w̄λ^j)/2. In Σ_j λ^j (q·δ_j)^n only terms whose total power of λ is a multiple of 3 survive, each with a factor 3: they are 0, 3w/2, 3w̄²/4 and 9w²w̄/8 for n = 0 to 3. With the weights i^n/n!,

f = (3i/2)w − (3/8)w̄² − (3i/16)w²w̄ = (3i/2)u, u = w + (i/4)w̄² − w²w̄/8.

So E = 2t|f| = 3t|u| and ħv = 3td/2 = √3ta/2. Write u = ρe^{iθ}. In ∂f = (∂|f| + i|f|∂θ)f/|f| the first term is proportional to H and has no interband element; the second rotates the pseudospin and has one of full modulus, as σ_x does at φ = π/2 in (b). Hence |ħv^x_cv| = t|f||∂_xθ|. Threefold symmetry makes σ_xx = σ_yy, so (∂_xθ)² may be replaced by ½|∇θ|². Since d²q|∇_qθ|² = d²w|∇_wθ|², part (a) with two valleys becomes

σ/σ0 = (2/πħω)(9t²/4) ∫d²w ρ²|∇θ|² δ(ħω − 3tρ).

From θ = Im ln u, ∂_wθ = (u_w/u − (u_w̄)*/ū)/2i, and |∇θ|² = 4|∂_wθ|² for real θ. With m = u_w̄/u_w and u_w = 1 − |w|²/4 real,

ρ²|∇θ|² = u_w²(1 + |m|² − 2 Re m e^{−2iθ}), d²w = d²u/[u_w²(1 − |m|²)].

The radial integral ∫ρ dρ δ(ħω − 3tρ) = ħω/9t² and the 2π of the angle cancel the prefactor, leaving the average over θ, at ρ = ħω/3t, of Q = (1 + |m|² − 2 Re m e^{−2iθ})/(1 − |m|²). To second order m = (i/2)w̄ − w²/8, and inverting u gives w̄ = ū + (i/4)u², so m = (i/2)ū − u²/4. Then |m|² = ρ²/4 and m e^{−2iθ} = (i/2)ρe^{−3iθ} − ρ²/4, whose first term averages to zero. Thus ⟨Q⟩ = 1 + 2(ρ²/4) + 2(ρ²/4):

σ/σ0 = 1 + (ħω/3t)² + …

The expansion needs ħω well below 2t, where the saddle points of the lattice bands give σ a van Hove singularity; at ħω = t the quadratic form already falls short by about 0.02. A gap Δ would remove all absorption below Δ and change the spinors, so (b) needs ħω ≫ Δ as well.

(f) A grid calculation replaces δ by a normalized Gaussian g_η of standard deviation η and keeps the prefactor 1/ω. Find the bias that remains on an infinitely fine grid.

Solution. The zone integral at transition energy E is proportional to E σ(E), so the smeared result is ∫_0^∞ (E/ħω)(σ(E)/σ0) g_η(ħω − E) dE. For the undoped cone put E = ħω + ηz and x = ħω/η. With n(z) = e^{−z²/2}/√(2π) and Φ its cumulative integral, ∫_{−x}^∞ n dz = Φ(x) and ∫_{−x}^∞ z n dz = n(x), so the result is Φ(x) + n(x)/x, which differs from 1 only through the Gaussian tail. On the lattice the moment ⟨E³⟩ = (ħω)³ + 3ħωη² turns the correction of (e) into [(ħω)² + 3η²]/9t². With doping, h(E) = E G(E)/ħω is Taylor-expanded about ħω; the odd moments vanish and the leading bias is (η²/2)h''. Apart from the slowly varying factor E/ħω, smearing is a convolution of G, so variances approximately add, and the edge is resolved only for η well below 2πkT/√3.

(g) Find the size of the Γ-centred N×N grid needed at photon energy ħω.

Solution. The grid is k = (m b1 + n b2)/N with |b| = 4π/(√3a). The step Δk = |b|/N corresponds to an energy step 2ħvΔk = 4πt/N, and the ring radius is q0/Δk = ħωN/(4πt) steps. With cell area A_c, part (a) divided by σ0 reads

σ_N/σ0 = (8π/ħωA_c)(1/N²) Σ_k F(k), F = |ħv^x_cv|² (f_v − f_c) g_η(ħω − E).

F is periodic, so F = Σ_R F̂(R) e^{−ik·R} over lattice vectors, with F̂(R) = (A_c/4π²)∫_BZ F e^{ik·R} d²k. The geometric sums over m and n make the grid average of e^{−ik·R} equal to 1 when R is N times a lattice vector and 0 otherwise, so the grid average of F is Σ_R F̂(NR): R = 0 is the exact integral and the rest is the error. The grid keeps the threefold symmetry, so in the undoped cone F may be taken as ½(ħv)² g_η. At k = ±K + q the valleys give 2cos(NK·R), the angle gives 2πJ0(qN|R|), and q dq = E dE/(2ħv)². The constants multiply to 8π·(1/4π²)·2·2π·(1/8) = 1:

σ_N/σ0 = Σ_R cos(NK·R) I(N|R|/2ħv), I(s) = ∫_0^∞ E g_η(ħω − E) J0(Es) dE/ħω.

The six shortest vectors have |R| = a, hence s = Na/2ħv = N/(√3t), and K·R = ±2π/3 modulo 2π, hence a cosine of 1 if 3 divides N and −½ otherwise. For ħωs ≫ 1 the two stationary points of the angular integral, q parallel and antiparallel to R, give J0(y) ≈ √(2/πy) cos(y − π/4). Completing the square,

−(E − ħω)²/2η² + iEs = −(E − ħω − iη²s)²/2η² + iħωs − η²s²/2.

For η ≪ ħω the remaining factor √E varies slowly and is evaluated at the complex centre ħω + iη²s:

I(s) ≈ Re[√(2/πs) √(ħω + iη²s) e^{i(ħωs − π/4)}] e^{−η²s²/2}/ħω.

Six times the modulus is

B(N) = 6 √(2/πħωs) [1 + (η²s/ħω)²]^{1/4} exp(−N²η²/6t²).

The next shell has |R| = √3a and three times the exponent. B is the envelope of an error, in units of σ0, that oscillates with N. The grid needed is the smallest N with B(N) ≤ ε. Where the prefactor is of order 1,

N ≈ (t/η) √(6 ln(1/ε)).

Both B and this rule are meant for ε above about e^{−(ħω/η)²/2}: the lower limit E = 0 of I(s) adds a term proportional to this factor that falls only as a power of N.

At fixed x = ħω/η, B depends on N only through ħωs, so N ∝ t/ħω and the number of points grows as ω⁻². On the lattice the ring is not circular and B is an estimate; its accuracy is checked numerically in (h). With doping, G enters I(s) and has poles where cosh(E/2kT) = −cosh(μ/kT), that is, at E = ±2μ + 2πi(2n + 1)kT for every integer n, the nearest at a distance 2πkT from the real axis; moving the contour to the complex centre crosses no pole if η²s < 2πkT, and the estimate is then multiplied by |G| at that centre. At T = 0 with ħω within a few η of 2μ the integrand has a jump and the Gaussian decay is lost.

(h) For the round model values t = 3 eV and a = 2.5 Å, roughly the size of graphene's, evaluate the optics, the grid at ħω = 0.5 eV for η = 0.1 eV and ε = 0.01, and the doped case μ = 0.2 eV, kT = 0.025 eV, η = 0.03 eV.

Solution. ħv = √3·3·2.5/2 = 6.495 eV Å. σ0 = 6.0853×10⁻⁵ S, which is 1.5708 e²/h, and 376.73 Ω × σ0 = 0.022925 = πα. Then A = 0.022925/(1.0114625)² = 0.022409, 2.3 % below πα in relative terms; the transmittance is 0.977463 and the reflectance 1.28×10⁻⁴.

Integration along the exact lattice contour gives 1.003100 σ0 at 0.5 eV against 1 + (0.5/9)² = 1.003086, and 1.012560 against 1.012346 at 1.0 eV. The remainders, taken before rounding, are 1.3×10⁻⁵ and 2.1×10⁻⁴ and grow by about 16 when ω doubles, consistent with a fourth-order term. The cone smearing factor is 1.0042 at x = 2, 1.00013 at x = 3 and 1 to seven decimals at x = 5. The converged smeared lattice value is 1.00348 σ0, against 1 + (0.25 + 0.03)/81 = 1.00346.

At N = 163, s = 163/(3√3) = 31.37 eV⁻¹, ħωs = 15.68, η²s/ħω = 0.627 and η²s²/2 = 4.92, so

B = 6 × 0.2015 × 1.087 × 0.0073 = 0.0096.

This is the first N with B ≤ 0.01: 26569 points, and N ≈ 27 t/ħω for η = ħω/5 and ε = 1 %. The rough rule gives 30 × √(6 ln 100) = 157.7. The grid is coarse by naive measures: the ring radius is only 2.16 steps, and the energy step of 0.231 eV exceeds η. The Gaussian factor accounts for this, since N²η²/6t² = (8π²/3)(η/step)² with step = 4πt/N, and the coefficient 8π²/3 is about 26. The lattice sum is 1.00514 σ0, an error of 0.0017 σ0 relative to the converged value. This is one sample of an oscillating error, and the circular cone's cosine −½ does not give its size. By the expansion in (e), the ring points parallel and antiparallel to R lie, to first order, at radii q0(1 ± q0d/4), which shifts the argument of the cosine by about Naq0²d/4 = 0.22 at E = ħω. This shift accounts for only part of the difference: it lowers the circular cone's first-shell error from 0.0041 to 0.0025 σ0, against 0.0017 σ0 on the lattice. Over N = 150 to 186 the largest ratio of lattice error to B is 0.988; the check requires it to lie between 0.6 and 1.4. The ratio grows with the warping: for η = ħω/5 and N near the size needed it reaches about 1.16 at 2 eV and 1.4 at 2.5 eV, so at such photon energies B is an estimate and not a bound. Halving the grid fails: over the multiples of 3 from 72 to 93 the largest error is 0.754 σ0. At N = 30 the ring radius is 0.398 steps, the Dirac points lie on the grid but have E = 0 and f_v − f_c = 0 and are left out of the sum, the next transitions lie near 1.25 eV, more than 7η above ħω, and the sum is 4.5×10⁻¹² σ0; B(30) = 2.39 lies outside the range of the first-shell estimate. The Fourier series counts the Dirac points with weight ½(ħv)² g_η; counted so, they would raise the N = 30 sum to 6.5×10⁻⁶ σ0, and they add 7×10⁻⁷ σ0 at N = 90. In the pure cone, with these points included, grid sum and Fourier series agree at N = 90 (0.928048) and N = 91 (1.042390), and the error changes sign as the cosine goes from 1 to −½. At ħω = 0.25 eV with η = 0.05 eV, N = 325, twice as large, and the sum is 1.00372 against 1.00087 σ0.

In the doped case u = (0.5 − 0.4)/0.05 = 2 and G = 1/(1 + e⁻²) = 0.8808. At 0.2, 0.3, 0.4, 0.5 and 0.6 eV, G is 0.0180, 0.1192, 0.5000, 0.8808 and 0.9820, so the first-order interband absorbance παG rises from 0.00041 to 0.02251. The edge is 4 ln 9 × 0.025 = 0.2197 eV wide with standard deviation 0.0907 eV, three times η. Here kT, not ħω, sets η and with it the grid: the undoped B with ε = 0.01 gives N = 505, or 255025 points. There s = 97.2 eV⁻¹ and η²s = 0.087 eV, below 2πkT = 0.157 eV; at the complex centre u = 2 + 1.75i and |G| = 1/|1 + e^{−u}| = 1.015, so the doped envelope B|G| is about 0.010 σ0. The sum is 0.87433 σ0 against a converged 0.87356 σ0. The converged value is not G: the cone smearing bias is −0.00999 σ0 (second-order estimate −0.01061), and applying the lattice factor, (0.88080 − 0.00999) × [1 + (0.25 + 0.0027)/81] = 0.8735. The grid error of 0.00077 σ0 is one sample of an oscillating error; the envelope, about 0.01 σ0, is as large as the smearing bias. The bias does not depend on N, so a larger N at the same η would not bring the sum to G.

Table of computed values

```
inputs: t = 3.0 eV, a = 2.5 A, hw = 0.5 eV, eta = 0.1 eV, eps = 0.01
hbar v = 6.4952 eV A, v = 9.8679e+05 m/s
sigma0 = 6.08534e-05 S = 1.57080 e^2/h, Z0 = 376.730 ohm
pi alpha = 0.022925
sheet A = 0.022409, T = 0.977463, R = 1.2843e-04
time-domain sigma/sigma0, undoped = 0.99995
time-domain energy / prediction with G = 0.99995
cone vx/vy=1.5: sxx = 1.50000, syy = 0.66667 sigma0
lattice hw = 0.1 eV: sigma = 1.000123, 1+(hw/3t)^2 = 1.000123 sigma0
lattice hw = 0.5 eV: sigma = 1.003100, 1+(hw/3t)^2 = 1.003086 sigma0
lattice hw = 1.0 eV: sigma = 1.012560, 1+(hw/3t)^2 = 1.012346 sigma0
(sigma/sigma0-1)/(hw/3t)^2 at 0.1 eV = 1.0002
ring radius q0 = 0.03849 1/A, |b| = 2.9021 1/A
cone smearing factor at hw/eta = 2.0: 1.0042454
cone smearing factor at hw/eta = 3.0: 1.0001274
cone smearing factor at hw/eta = 5.0: 1.0000000
smeared lattice value = 1.00348, 1+(hw^2+3eta^2)/9t^2 = 1.00346 sigma0
cone N = 90: grid = 0.928048, Poisson = 0.928048 sigma0
cone N = 91: grid = 1.042390, Poisson = 1.042390 sigma0
envelope B(30) = 2.393
envelope B(90) = 0.3734
envelope B(120) = 0.1027
envelope B(150) = 0.02099
envelope B(180) = 0.003145
N needed = 163 (26569 points), N hw/t = 27.17
rough rule (t/eta) sqrt(6 ln(1/eps)) = 157.7
at N needed: dk = 0.01780 1/A, energy step = 0.2313 eV
at N needed: ring radius = 2.162 steps, sigma = 1.00514 sigma0
max |error|/B for N = 150..186: 0.988
max |error| for N = 72..93 (multiples of 3): 0.754 sigma0
N = 30: step = 1.2566 eV, radius = 0.398 steps, sigma = 4.54e-12 sigma0
hw = 0.25 eV, eta = 0.05 eV: N = 325, grid = 1.00372, converged = 1.00087 sigma0
doped: mu = 0.2 eV, kT = 0.025 eV (290.1 K), eta = 0.03 eV
hw = 0.2 eV: G = 0.01798, pi alpha G = 0.000412
hw = 0.3 eV: G = 0.11920, pi alpha G = 0.002733
hw = 0.4 eV: G = 0.50000, pi alpha G = 0.011463
hw = 0.5 eV: G = 0.88080, pi alpha G = 0.020193
hw = 0.6 eV: G = 0.98201, pi alpha G = 0.022513
edge 10-90% width = 0.2197 eV, edge st. dev. = 0.0907 eV
edge smearing bias at 0.5 eV = -0.00999, estimate = -0.01061 sigma0
doped: N needed = 505 (255025 points), grid = 0.87433, converged = 0.87356 sigma0
```
